# Thickness of a thin film from X-ray reflectivity fringes

## Question

An MnO film has been grown by atomic layer deposition on a light semiconductor wafer. Its specular X-ray reflectivity \(R(\theta)\) is recorded with Cu K-alpha1 radiation, \(\lambda=0.154059\) nm. The incidence angle \(\theta\) is measured from the surface. Near \(\theta=2.0^\circ\) neighbouring fringe minima are \(0.20^\circ\) apart in \(\theta\).

Take the film as uniform, with flat parallel faces, and the wafer as infinitely thick. Write the refractive index as \(n=1-\delta+i\beta\), with time dependence \(e^{-i\omega t}\). Rough typical values for MnO are a cubic cell of edge 0.444 nm holding four formula units, and a scattering factor \(f_1-if_2\) with \(f_1=32.5\) and \(f_2=2.8\) electrons per formula unit. The wafer is described by the round model values \(\delta_s=7.6\times10^{-6}\) and \(\beta_s=1.7\times10^{-7}\).

**(a)** Derive \(\delta\) for nearly free electrons and find the critical angle of the film.

**(b)** Derive the reflection amplitude of the film on its substrate for an electric field parallel to the surface.

**(c)** Find the condition for the fringe minima, and say how it depends on which material is denser.

**(d)** Find the thickness, first well above the critical angle and then with refraction included. What would the answer be if the \(0.20^\circ\) had been read on a \(2\theta\) axis?

**(e)** Find the error of the simple formula as a function of angle. Where does it vanish, and where does the formula fail?

**(f)** A curve computed from the amplitude of (b), with the refraction-corrected thickness of (d), has thirteen successive minima of \(R\sin^4\theta\) between \(1^\circ\) and \(3.5^\circ\). The first, seventh and last lie at \(1.0646^\circ\), \(2.2535^\circ\) and \(3.4621^\circ\). Recover the thickness and \(\delta\) from these angles without assuming either.

**(g)** Which neglected effects matter for a real film?

## Model answers

### (a) Index and critical angle

The X-ray frequency is taken to be far above the electrons' binding frequencies, so an electron of charge \(-e\) obeys \(m\ddot x=-eE\). With \(\ddot x=-\omega^2x\) this gives \(x=eE/(m\omega^2)\). For \(N_e\) electrons per volume the polarization is \(P=-N_eex\), hence

\[
n^2=1+\frac{P}{\varepsilon_0E}=1-\frac{N_ee^2}{\varepsilon_0m\omega^2},
\qquad
\delta\approx\frac{N_ee^2}{2\varepsilon_0m\omega^2}.
\]

The last step uses \(n^2\approx1-2\delta\). Insert \(\omega=2\pi c/\lambda\) and the classical electron radius \(r_e=e^2/(4\pi\varepsilon_0mc^2)\), so that \(e^2/(\varepsilon_0m)=4\pi r_ec^2\):

\[
\delta=\frac{4\pi r_ec^2N_e\lambda^2}{2\,(2\pi c)^2}=\frac{r_e\lambda^2N_e}{2\pi}.
\]

Binding and absorption are included by replacing \(N_e\) with \(N(f_1-if_2)\) in \(n=1-r_e\lambda^2N_e/(2\pi)\), where \(N\) is the density of formula units. Then \(\delta=r_e\lambda^2Nf_1/(2\pi)\) and \(\beta=r_e\lambda^2Nf_2/(2\pi)\). The positive \(\beta\) makes a wave \(e^{inkz}\) decay along its path, as it must.

Here \(N=4/(0.444\ \text{nm})^3=45.70\ \text{nm}^{-3}\), which gives \(\delta=1.581\times10^{-5}\) and \(\beta=1.362\times10^{-6}\).

The wavevector component along the surface, \(k\cos\theta\) with \(k=2\pi/\lambda\), is the same in all media. Without absorption the normal component in the film is therefore \(k\sqrt{n^2-\cos^2\theta}\approx k\sqrt{\sin^2\theta-2\delta}\). It becomes imaginary below

\[
\theta_c\approx\sqrt{2\delta}=5.62\times10^{-3}\ \text{rad}=0.322^\circ .
\]

### (b) Reflection amplitude

Let \(z\) point into the sample, with the surface at \(z=0\) and the substrate at \(z=d\). In medium \(j\) the field obeys \(E''+k_j^2E=0\), where

\[
k_j=k\sqrt{\sin^2\theta+\chi_j},\qquad \chi_j=n_j^2-1\approx-2\delta_j+2i\beta_j .
\]

The dropped squares of \(\delta\) and \(\beta\) are of order \(10^{-10}\). The indices 0, 1 and 2 denote vacuum, film and substrate. Write

\[
E=\begin{cases}e^{ik_0z}+r\,e^{-ik_0z}, & z<0\\ A\,(e^{ik_1z}+B\,e^{-ik_1z}), & 0<z<d\\ C\,e^{ik_2(z-d)}, & z>d.\end{cases}
\]

Both \(E\) and \(E'\) are continuous, because \(E'\) is proportional to the tangential magnetic field. Equating \(E'/E\) on the two sides of \(z=d\) gives

\[
k_1(e^{ik_1d}-Be^{-ik_1d})=k_2(e^{ik_1d}+Be^{-ik_1d}).
\]

Collecting the terms in \(B\),

\[
B=r_{12}\,e^{2ik_1d},\qquad r_{ij}=\frac{k_i-k_j}{k_i+k_j}.
\]

At \(z=0\), continuity requires \(1+r=A(1+B)\) and \(k_0(1-r)=k_1A(1-B)\). Eliminating \(A\) gives \(k_0(1-r)(1+B)=k_1(1+r)(1-B)\), so

\[
r=\frac{(k_0-k_1)+B(k_0+k_1)}{(k_0+k_1)+B(k_0-k_1)}
=\frac{r_{01}+r_{12}e^{2ik_1d}}{1+r_{01}r_{12}e^{2ik_1d}},\qquad R=|r|^2 .
\]

The numerator adds the waves from the two faces; the denominator contains the repeated reflections inside the film. Direct numerical integration of the wave equation at five angles from \(0.25^\circ\) to \(3.3^\circ\) reproduces this \(R\) to within one part in \(10^5\).

### (c) Fringe condition

Since \(k_0-k_1=(k_0^2-k_1^2)/(k_0+k_1)\), well above \(\theta_c\) and without absorption

\[
r_{01}\approx\frac{2\delta}{(2\sin\theta)^2}=\frac{\delta}{2\sin^2\theta},\qquad
r_{12}\approx\frac{\delta_s-\delta}{2\sin^2\theta}.
\]

Both are much smaller than one, so the denominator of \(r\) may be set to one:

\[
R\sin^4\theta\approx\tfrac14\left[\delta^2+(\delta_s-\delta)^2+2\delta(\delta_s-\delta)\cos\varphi\right],
\]

\[
\varphi=\frac{4\pi d}{\lambda}S(\theta),\qquad S(\theta)=\sqrt{\sin^2\theta-2\delta}.
\]

The factor \(\sin^4\theta\) removes the steep fall of \(R\), which would otherwise displace the minima slightly, by at most about \(0.001^\circ\) for this film between \(1^\circ\) and \(3.5^\circ\).

For \(\delta>\delta_s\), as here, the cosine has a negative coefficient. Minima then occur at \(\varphi=2\pi m\), that is

\[
2d\,S(\theta_m)=m\lambda .
\]

At these angles the bracket equals \(\delta_s^2\): without absorption the sample reflects like the bare wafer. Absorption in the film weakens the cancellation and raises \(R\) at the minima between \(1^\circ\) and \(3.5^\circ\) by 8 to 30 per cent above the reflectivity of the bare wafer. If the substrate is the denser material, the coefficient is positive and the minima lie at half-integer \(m\). For a model substrate with \(\delta_s=3.5\times10^{-5}\) and \(\beta_s=3\times10^{-6}\), the first computed minimum above \(1^\circ\) has order 5.501.

In either case, subtracting neighbouring conditions removes the offset:

\[
2d\,[S(\theta_2)-S(\theta_1)]=\lambda. \tag{1}
\]

This requires absorption and the envelope to change little over one fringe. At \(2^\circ\) absorption weakens the wave from the lower face by the factor \(e^{-4\pi\beta d/(\lambda S)}\). With \(d\approx22\) nm and \(S\approx0.034\) the exponent is about 0.07, so the requirement is met.

### (d) Thickness

Differentiating \(S^2=\sin^2\theta-2\delta\) gives \(dS/d\theta=\sin\theta\cos\theta/S\). For a narrow fringe, (1) becomes

\[
\Delta\theta\approx\frac{\lambda\,S}{2d\sin\theta\cos\theta}. \tag{2}
\]

If \(\theta_c\ll\theta\ll1\) rad, then \(S\approx\sin\theta\) and \(\cos\theta\approx1\), which leaves \(d\approx\lambda/(2\Delta\theta)\) with \(\Delta\theta\) in radians. Since \(0.20^\circ=3.4907\times10^{-3}\) rad,

\[
d_{\text{simple}}=\frac{0.154059\ \text{nm}}{2\times3.4907\times10^{-3}}=22.07\ \text{nm}.
\]

For the refraction-corrected value, place the pair at \(1.9^\circ\) and \(2.1^\circ\), where \(S=0.032675\) and \(0.036210\). From (1),

\[
d=\frac{0.154059\ \text{nm}}{2\,(0.036210-0.032675)}=21.79\ \text{nm}=217.9\ \text{Å}.
\]

The correction, 0.28 nm, is smaller than the uncertainty from rounding the spacing. A spacing of \(0.195^\circ\) would give 22.35 nm and one of \(0.205^\circ\) would give 21.26 nm. The datum therefore supports "about 22 nm" and no further digit.

A detector axis marked in \(2\theta\) advances twice as fast as \(\theta\). A spacing of \(0.20^\circ\) in \(2\theta\) is \(0.10^\circ\) in incidence angle, and the simple thickness becomes 44.13 nm.

### (e) Error of the simple formula

Inserting (2) into \(d_{\text{simple}}=\lambda/(2\Delta\theta)\) gives

\[
\frac{d_{\text{simple}}}{d}=\frac{\sin\theta\cos\theta}{S}
=\cos\theta\left(1-\frac{2\delta}{\sin^2\theta}\right)^{-1/2}
\approx1+\frac{\theta_c^2}{2\theta^2}-\frac{\theta^2}{2}.
\]

Refraction makes the simple value too large, because the normal wavevector in the film rises faster with angle than in vacuum. The cosine makes it too small. At \(2^\circ\) the terms are \(+0.0130\) and \(-0.0006\). The next refraction term, \(\tfrac38(\theta_c/\theta)^4\approx0.0003\), brings the error to 1.3 per cent of \(d\), as found in (d).

The error vanishes when \(\sin^2\theta\cos^2\theta=\sin^2\theta-2\delta\). Writing \(\cos^2\theta=1-\sin^2\theta\) reduces this to

\[
\sin^4\theta=2\delta,\qquad\theta=4.30^\circ .
\]

In the simulated curve, a straight line through the errors of the fringe pairs between \(3.4^\circ\) and \(5.15^\circ\) crosses zero at \(4.33^\circ\). The small difference comes from the curvature of the error in angle: a cubic through the pairs between \(3.0^\circ\) and \(5.55^\circ\) crosses at \(4.30^\circ\).

The same curve shows how the reading changes with angle:

| Pair of orders | Spacing (deg) | \(d_{\text{simple}}\) (nm) |
|---|---|---|
| 5, 6 | 0.1945 | 22.69 |
| 9, 10 | 0.1999 | 22.08 |
| 16, 17 | 0.2019 | 21.86 |

The spacing is thus only nearly constant. Closer to the critical angle the formula fails: the minima at \(0.520^\circ\) and \(0.690^\circ\) give 26.0 nm, which is 19 per cent above the true thickness of the simulated film.

### (f) Thickness and density from many fringes

Squaring \(2dS(\theta_m)=m\lambda\) gives a straight line in \(m^2\):

\[
\sin^2\theta_m=2\delta+m^2\left(\frac{\lambda}{2d}\right)^2 .
\]

The slope yields \(d\) and the intercept yields \(\delta\), but the first order must be found. The three angles have \(\sin^2\theta=3.4521\times10^{-4}\), \(1.5461\times10^{-3}\) and \(3.6467\times10^{-3}\). Draw the line through the first and last points and predict the middle one:

- Orders 4, 10, 16 place it \(0.033^\circ\) too low.
- Orders 5, 11, 17 place it correctly to \(0.0003^\circ\).
- Orders 6, 12, 18 place it \(0.027^\circ\) too high.

Half-integer orders, which would belong to a substrate denser than the film, also fail: a start at 4.5 places the middle point \(0.016^\circ\) too low, and a start at 5.5 places it \(0.014^\circ\) too high and gives a negative \(\delta\). The first order is therefore 5, and

\[
\left(\frac{\lambda}{2d}\right)^2=\frac{3.6467\times10^{-3}-3.4521\times10^{-4}}{17^2-5^2}=1.2506\times10^{-5},
\]

so \(\lambda/(2d)=3.5364\times10^{-3}\) and \(d=21.78\) nm. The intercept is \(3.4521\times10^{-4}-25\times1.2506\times10^{-5}=3.26\times10^{-5}\), giving \(\delta=1.63\times10^{-5}\). A least-squares line through all thirteen minima gives 21.78 nm and \(1.642\times10^{-5}\).

The thickness is recovered to better than 0.1 per cent, but the fitted \(\delta\) is 4 per cent above its input. Absorption explains this. With \(\beta\) retained, \(r_{01}\propto\delta-i\beta\) and \(r_{12}\propto-[(\delta-\delta_s)-i(\beta-\beta_s)]\). Their phases differ from the lossless ones by \(-0.086\) and \(-0.144\) rad. The waves cancel best when \(\varphi-0.144+0.086=2\pi m\), which shifts each order by \(+0.058/2\pi=+0.009\). The largest shift in the simulated curve is 0.010.

Replacing \(m\) by \(m+\epsilon\) in the line through orders 5 and 17 raises the intercept by \(\epsilon(\lambda/2d)^2(10-25/11)\). For \(\epsilon=0.010\) this is \(1.0\times10^{-6}\), or \(0.05\times10^{-5}\) in \(\delta\), which accounts for the excess in the three-point result. With \(\beta=\beta_s=0\) the thirteen-point line returns \(\delta\) to 0.02 per cent. The intercept is a small difference of larger numbers, so \(\delta\) from this line is far more sensitive to errors than \(d\); see (g).

### (g) The real film

Each estimate below starts from the uniform, sharp-faced film of (b). Except for the density estimate, each shift refers to the refraction-corrected thickness read from the first and last minima between \(1^\circ\) and \(3.5^\circ\).

**Interface width.** Let both faces be graded as error functions with standard deviation \(\sigma=0.4\) nm. Each thin slice reflects in proportion to its step in \(\chi\), with phase \(e^{iqz}\) and \(q\approx4\pi\sin\theta/\lambda\). A Gaussian spread of steps averages to \(e^{-q^2\sigma^2/2}\) in amplitude, hence \(e^{-q^2\sigma^2}\) in \(R\). At \(3.5^\circ\) this factor is 0.019, in agreement with a calculation on the sliced profile. The thickness moves by only \(-0.006\) nm, but this holds for equal widths. With \(\sigma=0.6\) nm at the surface and 0.3 nm at the substrate the shift is \(-0.06\) nm. With the widths exchanged one of the thirteen minima disappears and the rest give \(-0.22\) nm, and with 0.8 nm and 0.3 nm three disappear and the shift is \(-0.34\) nm. Equal grading mainly costs signal: the sharp-faced film already has \(R=4.0\times10^{-6}\) at \(3.5^\circ\), so the outer fringes may sink into the background.

**Instrument.** A K-alpha2 line of half the intensity and 0.25 per cent longer wavelength, together with an angular window of \(0.03^\circ\), shifts the reading by \(-0.015\) nm. If all angles are read \(0.01^\circ\) too high, the thickness shifts by only \(+0.004\) nm, since a constant offset nearly cancels in differences; angles read too low shift it the other way. The line in \(m^2\) of (f) does not share this protection: the same offset moves its thickness by \(-0.05\) nm and its \(\delta\) by \(+20\) per cent. Polarization in the plane of incidence lowers \(R\) at \(3.5^\circ\) by 1.5 per cent without a visible shift.

**Composition and density.** The density assumed here is that of the bulk crystal, and a deposited film can be less dense. A density 10 per cent lower would change the refraction correction of (d) by a tenth, about 0.03 nm. The assumption of a uniform film can matter more. A surface skin 1 nm thick with 70 per cent of the film's \(\delta\) and \(\beta\), at fixed total thickness, shifts the reading by \(+0.23\) nm, or 1 per cent, and puts the \(\delta\) from the line of (f) 65 per cent above its input. The shift does not grow steadily with the skin thickness: it is \(+0.03\), \(+0.11\) and \(-0.28\) nm for 1.5, 2 and 3 nm. So light a skin would have to be porous or hydrated. MnO can also oxidize further in air, but the dense higher oxides have roughly 90 per cent or more of its electron density, and a skin at 90 per cent shifts the reading by only \(+0.06\) nm.

Light skins and unequal interface widths give the largest of the computed shifts, up to about 0.3 nm, yet these are smaller than the half-nanometre uncertainty of a single spacing quoted as \(0.20^\circ\). Once many fringes are used and that uncertainty falls, the layer structure of the model can become the more serious limit.

## Values computed for the example and the checks

```
Cu K-alpha1 wavelength: 0.154059 nm
MnO lattice constant (rough input): 0.444 nm
MnO f1, f2 (rough inputs): 32.5, 2.8 electrons
MnO formula units: 45.70 per nm^3
film delta, beta: 1.581e-05, 1.362e-06
substrate delta, beta (model): 7.6e-06, 1.7e-07
film critical angle: 0.322 deg
given spacing: 0.20 deg = 3.4907e-03 rad
centre of the fringe pair: 2.0 deg
simple thickness: 22.07 nm
S at 1.9 and 2.1 deg: 0.032675, 0.036210
corrected thickness (used in simulation): 21.79 nm
corrected, spacing 0.195 / 0.205 deg: 22.35 / 21.26 nm
simple thickness if 0.20 deg is in 2theta: 44.13 nm
simulated 2theta spacing, doubled film: 0.2000 deg
order | minimum (deg) | gap to next (deg) | simple d (nm)
  5 | 1.0646 | 0.1945 | 22.69
  6 | 1.2592 | 0.1967 | 22.43
  7 | 1.4559 | 0.1982 | 22.27
  8 | 1.6541 | 0.1992 | 22.16
  9 | 1.8532 | 0.1999 | 22.08
 10 | 2.0531 | 0.2004 | 22.03
 11 | 2.2535 | 0.2008 | 21.98
 12 | 2.4543 | 0.2011 | 21.95
 13 | 2.6554 | 0.2014 | 21.92
 14 | 2.8567 | 0.2016 | 21.89
 15 | 3.0583 | 0.2018 | 21.87
 16 | 3.2601 | 0.2019 | 21.86
last minimum: order 17, 3.4621 deg
largest order offset from integer: 0.010
first order on denser substrate: 5.501
low-angle minima: 0.520, 0.690 deg
simple thickness from that pair: 26.0 nm
error cancellation angle, law / simulated: 4.30 / 4.33 deg
line fit: first order 5, thickness 21.78 nm
line fit: delta 1.642e-05
reflectivity at 2.0 / 3.5 deg, sharp: 5.81e-05 / 3.98e-06
corrected reading from all minima 1-3.5 deg: 21.793 nm
roughness 0.4 nm: reading shift -0.006 nm
roughness: R factor at 3.5 deg, sliced / law: 0.0189 / 0.0192
doublet and 0.03 deg resolution: shift -0.015 nm
1 nm skin at 70 % density: shift +0.229 nm
zero error 0.01 deg: shift +0.0041 nm
p polarization: R ratio at 3.5 deg 0.9852, shift -0.0000 nm
```
